# Admittance of a mesoscopic capacitor and the charge-relaxation resistance h/2e², part 1

(Sections cited here and not found follow in the second part.)

**Q.** A small cavity is joined to one reservoir through a point contact and faces a gate across an insulator. No direct current flows. What is there to calculate, and in what model?

**A.** An alternating voltage pushes charge in and out of the cavity through the contact, and the quantity to find is the admittance \(G(\omega)=I/(V-V_g)\), with \(V\) the reservoir potential and \(V_g\) the gate potential. I use atomic units, \(\hbar=e=k_B=1\), so \(h=2\pi\), and time dependence \(e^{-i\omega t}\). The cavity is phase coherent and has a finite Hermitian matrix \(H\) as its one-electron Hamiltonian. A matrix \(W\), with one column for each of the \(M\) lead channels, couples it to lead states normalized to \(\delta(\epsilon-\epsilon')\). The lead is taken in the wide-band limit: \(W\) does not depend on \(\epsilon\), which runs over the whole real line. The interaction enters at mean-field level, through one uniform cavity potential \(\varphi(t)\) tied to the gate by a geometric capacitance \(C\), with \(E_C=1/C\).

The electron charge is \(-1\), so the potentials add
\[ -V\hat N_{\rm lead}-\varphi\hat N=-V(\hat N_{\rm lead}+\hat N)+(V-\varphi)\hat N \]
to the Hamiltonian, where \(\hat N\) counts cavity electrons. The total number commutes with every term, so the first piece gives an overall phase and drops out. The electrons feel \(u=V-\varphi\), the cavity energy measured from the lead. Define \(\chi\) by \(\delta N=-\chi u\). The electronic charge is \(\delta Q=-\delta N=\chi u\), and the current into the cavity is
\[ I=\frac{dQ}{dt}=g\,(V-\varphi),\qquad g=-i\omega\chi .\]

**Q.** The lead is infinite. How do you get a closed equation for the cavity?

**A.** Follow one electron that comes in at energy \(E\). Collect the \(M\) incoming channels as columns of the cavity amplitude \(\Psi_E\) and the lead amplitude \(c_\epsilon\):
\[ i\dot c_\epsilon=\epsilon c_\epsilon+W^\dagger\Psi_E,\qquad i\dot\Psi_E=(H+u)\Psi_E+W\!\int\! d\epsilon\,c_\epsilon .\]
The first equation integrates to
\[ c_\epsilon(t)=\delta(\epsilon-E)e^{-iEt}-i\int_{-\infty}^{t}dt'\,e^{-i\epsilon(t-t')}W^\dagger\Psi_E(t') .\]
The integral over \(\epsilon\) gives \(2\pi\delta(t-t')\). This function is even and sits at the upper limit, so it counts with half weight:
\[ i\dot\Psi_E=(H+u-i\pi WW^\dagger)\Psi_E+We^{-iEt}. \]
In mean field each state evolves independently and keeps its reservoir occupation \(f(E)\), so \(N(t)=\int dE\,f(E)\,{\rm Tr}\,\Psi_E^\dagger\Psi_E\). Cavity states that have no coupling to the lead keep a fixed charge and are left out. For \(u=0\),
\[ \Psi_E=\mathcal G(E)We^{-iEt},\qquad \mathcal G(E)=(E-H+i\pi WW^\dagger)^{-1}. \]
To identify the scattering matrix, form \(\int d\epsilon\,c_\epsilon(t)e^{i\epsilon(t-s)}\), the lead wave labelled by the time \(s\) at which it meets the cavity. The \(\epsilon\) integral now gives \(2\pi\delta(s-t')\). For \(t<s\) the delta function lies outside the range and the result is the incoming wave \(e^{-iEs}\). For \(t>s\) it counts in full and the result is \(e^{-iEs}-2\pi iW^\dagger\Psi_E(s)\). The ratio of outgoing to incoming wave is
\[ S(E)=1-2\pi i\,W^\dagger\mathcal G(E)W .\]

**Q.** How does the cavity charge respond to a small oscillating \(u\)?

**A.** Put \(u=u_0e^{-i\omega t}+u_0^*e^{i\omega t}\). To first order \((i\partial_t-H+i\pi WW^\dagger)\,\delta\Psi_E=u\,\mathcal G(E)We^{-iEt}\), and each sideband is solved by \(\mathcal G\) at its own energy:
\[ \delta\Psi_E=\left[u_0\mathcal G(E+\omega)e^{-i\omega t}+u_0^*\mathcal G(E-\omega)e^{i\omega t}\right]\mathcal G(E)We^{-iEt}. \]
In \(\Psi^\dagger\delta\Psi+\delta\Psi^\dagger\Psi\) the terms in \(u_0e^{-i\omega t}\) come from the upper sideband in the first product and from the adjoint of the lower sideband in the second:
\[ -\chi=\int\! dE\,f\,{\rm Tr}\,W^\dagger\!\left[\mathcal G^\dagger(E)\mathcal G(E+\omega)\mathcal G(E)+\mathcal G^\dagger(E)\mathcal G^\dagger(E-\omega)\mathcal G(E)\right]\!W .\]
For invertible matrices \(A^{-1}-B^{-1}=A^{-1}(B-A)B^{-1}\). This gives \(\mathcal G(E+\omega)\mathcal G(E)=[\mathcal G(E)-\mathcal G(E+\omega)]/\omega\) and \(\mathcal G^\dagger(E)\mathcal G^\dagger(E-\omega)=[\mathcal G^\dagger(E-\omega)-\mathcal G^\dagger(E)]/\omega\). With \(K(E,E')=W^\dagger\mathcal G^\dagger(E)\mathcal G(E')W\), the first term is \([K(E,E)-K(E,E+\omega)]/\omega\) and the second is \([K(E-\omega,E)-K(E,E)]/\omega\). The \(K(E,E)\) pieces cancel:
\[ \chi=\frac1\omega\int dE\,f(E)\,{\rm Tr}\,[K(E,E+\omega)-K(E-\omega,E)]. \tag{1}\]
Each term converges alone, because \(K\) falls as \(E^{-2}\) for \(E\to-\infty\). Shifting \(E\to E+\omega\) in the second is therefore allowed:
\[ \chi=\frac1\omega\int dE\,[f(E)-f(E+\omega)]\,{\rm Tr}\,K(E,E+\omega). \]

**Q.** That needs the wave function inside the cavity. Can it be written with what leaves the cavity?

**A.** Yes. Multiply out
\[ S^\dagger(E)S(E')=1+2\pi iW^\dagger[\mathcal G^\dagger(E)-\mathcal G(E')]W+4\pi^2W^\dagger\mathcal G^\dagger(E)WW^\dagger\mathcal G(E')W .\]
The same matrix identity, with \(A=E-H-i\pi WW^\dagger\) and \(B=E'-H+i\pi WW^\dagger\), gives \(\mathcal G^\dagger(E)-\mathcal G(E')=\mathcal G^\dagger(E)[E'-E+2\pi iWW^\dagger]\mathcal G(E')\). The \(WW^\dagger\) part comes with \((2\pi i)^2=-4\pi^2\) and cancels the last term:
\[ S^\dagger(E)S(E')=1+2\pi i\,(E'-E)\,K(E,E'). \tag{2}\]
At \(E'=E\) this is unitarity. Differentiating with respect to \(E'\) at \(E'=E\) gives
\[ \mathcal N(E)\equiv\frac{1}{2\pi i}S^\dagger S'=K(E,E)=\Psi_E^\dagger\Psi_E ,\]
a Hermitian, positive semidefinite matrix whose trace is the cavity density of states. At \(E'=E+\omega\), (2) reads \(-iK=[1-S^\dagger(E)S(E+\omega)]/2\pi\omega\), and \(g=-i\omega\chi\) becomes
\[ g(\omega)=\frac1{2\pi}\int dE\,{\rm Tr}\,[1-S^\dagger(E)S(E+\omega)]\,\frac{f(E)-f(E+\omega)}{\omega}. \tag{3}\]

**Q.** The half-weight delta function and the infinite band make me uneasy. Has (3) been compared with anything that avoids them?

**A.** A three-level cavity coupled to a finite, discretized band was diagonalized, and \(\chi\) was computed from the Kubo sum \(-\sum_{mn}|N_{mn}|^2(f_m-f_n)/(z+\epsilon_m-\epsilon_n)\) at a complex frequency \(z\), whose imaginary part smooths the discrete levels. Form (1) continues to \({\rm Im}\,z>0\), because \(\mathcal G(E+z)\) and the advanced function at \(E-z\) have no poles there, and (2) turns it into scattering matrices. It gives \(\chi=0.2611+0.2792i\) in model units. Relative to this value the Kubo sum differs by \(6.2\times10^{-3}\) for half-bandwidth 20 and \(3.2\times10^{-3}\) for 40, close to an inverse-bandwidth law, and linear extrapolation in the inverse bandwidth leaves \(3.4\times10^{-4}\). A finite band therefore does change \(\chi\), and what follows is a wide-band statement.

**Q.** What does (3) give at low frequency?

**A.** Write \(A=S^\dagger S'=2\pi i\mathcal N\) and expand both factors:
\[ 1-S^\dagger(E)S(E+\omega)=-\omega A-\tfrac12\omega^2S^\dagger S''+\dots,\qquad \frac{f(E)-f(E+\omega)}{\omega}=-f'-\tfrac12\omega f''+\dots \]
To second order the product is \(-\omega A(-f')-\tfrac12\omega^2S^\dagger S''(-f')+\tfrac12\omega^2Af''\). One integration by parts gives \(\int Af''=\int A'(-f')\), with \(A'=S'^\dagger S'+S^\dagger S''\), and the \(S''\) terms cancel. Unitarity gives \(S'=2\pi iS\mathcal N\), so \(S'^\dagger S'=4\pi^2\mathcal N^2\). With \(\langle\cdot\rangle=\int dE\,(-f')(\cdot)\) and the prefactor \(1/2\pi\),
\[ g=-i\omega\langle{\rm Tr}\,\mathcal N\rangle+\pi\omega^2\langle{\rm Tr}\,\mathcal N^2\rangle+O(\omega^3). \]
Factor this as \(g=-i\omega C_q(1+i\omega R_qC_q)\) and invert to the same order:
\[ \frac1g=\frac{i}{\omega C_q}+R_q+O(\omega),\qquad C_q=\langle{\rm Tr}\,\mathcal N\rangle,\qquad R_q=\pi\frac{\langle{\rm Tr}\,\mathcal N^2\rangle}{\langle{\rm Tr}\,\mathcal N\rangle^2}. \tag{4}\]
With this time convention a capacitor has impedance \(i/\omega C\), so (4) is a capacitor \(C_q\) in series with a resistor \(R_q\).

**Q.** The potential \(\varphi\) is not under our control. Does screening not change the resistance?

**A.** Not for a uniform potential. The charge on the cavity faces the gate, \(\delta Q=C(\varphi-V_g)\), so \(I=-i\omega C(\varphi-V_g)\). Adding \(V-\varphi=I/g\) and \(\varphi-V_g=iI/\omega C\) eliminates \(\varphi\):
\[ \frac1G=\frac1g+\frac{iE_C}{\omega}. \tag{5}\]
The added term is imaginary, so \({\rm Re}(1/G)={\rm Re}(1/g)\) at every real frequency in this model. At low frequency \(1/G=i/\omega C_\mu+R_q\), and inverting,
\[ G=-i\omega C_\mu+\omega^2C_\mu^2R_q+O(\omega^3),\qquad \frac1{C_\mu}=\frac1C+\frac1{C_q}. \]
Screening changes the capacitance and the time constant \(R_qC_\mu\), and leaves \(R_q\) alone. At low frequency the cavity charge lags the voltage by the phase \(\omega R_qC_\mu\). This time constant should not be read as the decay time after a sudden voltage step, which involves frequencies beyond the expansion. As a test, the equation for \(\Psi_E\) was integrated in time for one level of width \(\Gamma\) at zero temperature, with \(u=-V_g(t)+E_C\,\delta N(t)\) updated self-consistently, a gate amplitude of \(10^{-3}\Gamma\), and no linearization for the states within \(30\,\Gamma\) of the Fermi energy; the deeper states enter through their linear adiabatic response. For a level \(0.3\,\Gamma\) above the Fermi energy, \(E_C=2\Gamma\) and \(\omega=0.2\,\Gamma\), the first harmonic gives \({\rm Re}(1/G)=0.50488\,h/e^2\), and (3) gives the same five digits. This tests the mean-field equations, not the physics of an isolated level: for one spin-polarized level \(\hat N^2=\hat N\), so a charging energy only shifts the level, and the exact capacitance is \(C_q\), not the series value \(C_\mu\).

**Q.** What is \(R_q\) for a single spin-polarized channel?

**A.** For \(M=1\), \(\mathcal N\) is a number, the density of states \(\nu(E)\). At \(T=0\), \(-f'=\delta(E-\mu)\), so \(C_q=\nu(\mu)\) and, for \(\nu(\mu)>0\),
\[ R_q=\pi\,\frac{\nu(\mu)^2}{\nu(\mu)^2}=\pi=\frac{h}{2e^2}=12906.4\ \Omega .\]
All properties of the cavity and the contact enter through \(\nu\), and \(\nu\) cancels. The reason is visible in (3). With one lead and one channel, unitarity makes \(S=e^{i\theta}\), with \(\theta'=2\pi\nu\equiv\tau\) the delay of the reflected wave. The current is the incoming flux minus its delayed copy, \(2\pi g\approx1-e^{i\omega\tau}=-i\omega\tau+\tfrac12\omega^2\tau^2\). The reactive part is linear and the dissipative part quadratic in one and the same \(\tau\), and the factor \(\tfrac12\) is the Taylor coefficient of the exponential.

**Q.** A weakly transmitting contact must resist more. Where has the transmission gone?

**A.** Into \(\nu\). Take a contact with real reflection amplitudes \(-r\) outside and \(+r\) inside, transmission probability \(D=1-r^2\), and a round-trip factor \(z=e^{i\alpha}\), \(\alpha=2\pi E/\Delta\), where \(\Delta\) is the level spacing. Summing round trips,
\[ S=-r+D\sum_{n\ge0}r^nz^{n+1}=-r+\frac{Dz}{1-rz}=\frac{z-r}{1-rz}. \]
Since \(dz/d\alpha=iz\),
\[ \frac{d\ln S}{d\alpha}=\frac{iz}{z-r}+\frac{irz}{1-rz}=\frac{iDz}{(z-r)(1-rz)}=\frac{iD}{|1-rz|^2}, \]
where the last step uses \((z-r)/z=1-rz^*\). Multiplying by \((2\pi/\Delta)/2\pi i\),
\[ \nu=\frac{D/\Delta}{1-2r\cos\alpha+r^2}. \tag{6}\]
This \(S\) is a limit of the model above, reached as the number of equally spaced cavity levels grows without bound. For one channel let \(\kappa=W^\dagger(E-H)^{-1}W\). From \(\mathcal G=(E-H)^{-1}[1-i\pi WW^\dagger\mathcal G]\) follows \(W^\dagger\mathcal GW=\kappa/(1+i\pi\kappa)\), so \(S=(1-i\pi\kappa)/(1+i\pi\kappa)\). For levels \(n\Delta\) with equal coupling \(w\), the symmetric sum over \(n\) gives \(\pi\kappa=a\cot(\alpha/2)\), \(a=\pi^2w^2/\Delta\). Inserting \(\cot(\alpha/2)=i(z+1)/(z-1)\),
\[ S=\frac{(1+a)z-(1-a)}{(1-a)z-(1+a)}=-\frac{z-r}{1-rz},\qquad r=\frac{1-a}{1+a}, \]
and the constant sign cancels in (3).

A small \(D\) does not stop an electron from returning, since \(|S|=1\) with a single lead; it changes the delay. On a level \(\nu\Delta=(1+r)/(1-r)\), and midway between levels it is the inverse. Evaluating (3) for \(D\) from 0.02 to 1 and \(\mu\) from a level to the midpoint, at a frequency scaled with \(D\), gives \(C_q\Delta/e^2\) from 0.0051 to 198.0, while \({\rm Re}(1/g)\) differs from \(h/2e^2\) by at most \(2.9\times10^{-7}\) in relative terms. For one-channel cavities with random \(H\) and \(W\) the largest relative difference is \(2.0\times10^{-7}\).

For a single channel at zero temperature, the low-frequency resistance of this mean-field model is \(h/2e^2\) for any nonzero transmission of the contact, which affects the capacitance instead. It remains to see how low the frequency must be, what temperature and a second spin channel change, what the numbers are for a concrete cavity, and what lies outside the derivation.
